# Isotropic scattering in an ellipsoidal silicon valley: which directions are uniform?

## Definitions and conventions

Consider one conduction-band valley of silicon. The wavevector \(\mathbf k\) is measured from the valley minimum, with component \(k_l\) along the long axis of the ellipsoid and \(k_x,k_y\) across it. The masses \(m_l\) and \(m_t\) are pure numbers in units of the free-electron mass \(m_0\); for silicon \(m_l\approx0.92\) and \(m_t\approx0.19\). The energy \(E\), measured from the valley bottom, obeys

\[
\gamma(E)\equiv E(1+aE)=C\left(\frac{k_l^2}{m_l}+\frac{k_x^2+k_y^2}{m_t}\right),\qquad C=\frac{\hbar^2}{2m_0},
\]

where \(a\) is the nonparabolicity parameter; \(a=0\) gives a parabolic band. Let \(c\) be the cosine of the angle between \(\mathbf k\) and the long axis. With \(k=|\mathbf k|\),

\[
\gamma=Ck^2Q(c),\qquad Q(c)=\frac{c^2}{m_l}+\frac{1-c^2}{m_t}.
\]

Scattering is called isotropic here if the squared matrix element has the same value for all final states of a given energy. This is a statement about the coupling between states. It says nothing yet about how the states are distributed in direction.

In a Monte Carlo simulation an electron flies freely, a collision is chosen, and a final state must be drawn at random. The final energy is known, so what remains is a direction.

## The belief and its appeal

The belief is that isotropic scattering makes all directions of \(\mathbf k\) equally likely. One would draw a direction uniformly on the unit sphere and then set the length of \(\mathbf k\) so that the energy comes out right. I call this the naive rule.

For a spherical band it is correct. In an ellipsoidal valley it still passes several plausible checks. Each final state has the required energy. If the total scattering rate is computed separately from the density of states, the collision frequency is right too. The states \(\mathbf k\) and \(-\mathbf k\) are equally likely, so the mean velocity after a collision is zero, as expected of a collision that erases the memory of direction. Elastic collisions leave the energy distribution unchanged under any rule for directions. What these checks miss is the number of states behind each direction.

## Counting the final states

For elastic scattering the golden rule gives a probability proportional to the squared matrix element times \(d^3k'\,\delta(E(\mathbf k')-E)\). With a constant matrix element, final states are weighted by volume in \(\mathbf k\) space. Between the surfaces of energy \(E\) and \(E+dE\) the shell has thickness \(dE/|\nabla_kE|\), so an area \(dS\) carries the weight \(dS/|\nabla_kE|\). The shell is thickest where the energy rises most slowly, at the two ends of the long axis. Uniformity per unit area of the ellipsoid is therefore wrong as well.

The Herring–Vogt transformation removes the geometry. Define \(\mathbf w\) by

\[
k_l=\sqrt{m_l}\,w_l,\qquad k_{x,y}=\sqrt{m_t}\,w_{x,y}.
\]

Substitution gives \(\gamma(E)=C|\mathbf w|^2\), so surfaces of constant energy are spheres in \(\mathbf w\) space. The volume element is

\[
d^3k=\sqrt{m_l}\,\sqrt{m_t}\,\sqrt{m_t}\;d^3w=m_t\sqrt{m_l}\;d^3w .
\]

The factor is constant, so equal volumes in \(\mathbf w\) space hold equal numbers of states. A shell between two concentric spheres has the same thickness everywhere. Hence the final states are uniform on the \(\mathbf w\) sphere. Nonparabolicity changes the radius and thickness of the shell, and so the total rate, but not this angular result.

To return to directions of \(\mathbf k\), take a narrow cone of solid angle \(d\Omega\). Along it \(c\) is fixed and \(k=[\gamma/(CQ)]^{1/2}\). Differentiating at fixed \(Q\) gives \(dk=\tfrac12\gamma^{-1/2}(CQ)^{-1/2}d\gamma\), and

\[
k^2\,dk\,d\Omega=\tfrac12\,\gamma^{1/2}C^{-3/2}\,Q^{-3/2}\,d\gamma\,d\Omega .
\]

The density of directions is thus proportional to \(Q^{-3/2}\). In \(\mathbf w\) space the volume of the whole shell is \(m_t\sqrt{m_l}\cdot4\pi\cdot\tfrac12\gamma^{1/2}C^{-3/2}d\gamma\). Equating the two totals gives \(\int Q^{-3/2}d\Omega=4\pi m_t\sqrt{m_l}\). The density per solid angle, relative to a uniform distribution, is therefore

\[
R(c)=\frac{1}{m_t\sqrt{m_l}\;Q(c)^{3/2}} .
\]

On the axis \(Q=1/m_l\), so \(R(1)=m_l/m_t=4.84\). On the equator \(Q=1/m_t\), so \(R(0)=\sqrt{m_t/m_l}=0.454\). Isotropic scattering sends \(\mathbf k\) preferentially towards the long axis. For equal masses \(R=1\), and the naive rule is recovered.

## A cone of thirty degrees

Let \(u=w_l/|\mathbf w|\). A uniform sphere has equal areas in equal intervals of \(u\), so \(|u|\) is uniform between 0 and 1. The definition of \(\mathbf w\) gives, for \(u\ge0\),

\[
c=\frac{\sqrt{m_l}\,u}{\sqrt{m_lu^2+m_t(1-u^2)}} .
\]

Squaring and collecting the terms in \(u^2\) gives \(u^2[m_tc^2+m_l(1-c^2)]=m_tc^2\), hence

\[
u(c)=\frac{c}{\sqrt{c^2+(m_l/m_t)(1-c^2)}} .
\]

Since \(c\) grows with \(u\), this is also the fraction of final states whose \(|\cos|\) is below \(c\). For a cone of 30° about the axis, both ends included, \(c^2=0.75\) and

\[
1-u=1-\frac{0.8660}{\sqrt{0.75+4.842\times0.25}}=0.3815 .
\]

The naive rule gives \(1-0.8660=0.1340\), about a third of that.

A direct count decides between them. Points were scattered uniformly in \(\mathbf k\) space, and those with energies between 0.08 and 0.1 eV were kept, using \(a=0.5\ \mathrm{eV^{-1}}\). Of the 230,706 points kept, a fraction 0.3823 lay within the cone. The statistical uncertainty of this fraction is about 0.001, so the count agrees with the sphere and excludes the naive value.

## What the naive rule does to equilibrium

For elastic scattering, equilibrium requires equal rates from state 1 to state 2 and back. The naive rule spreads electrons evenly over solid angle, although the number of states per solid angle is proportional to \(R\). The rate into one individual state is then proportional to \(1/R\) at its direction. Comparing an axial and an equatorial state of equal energy,

\[
\frac{\text{rate(axis}\to\text{equator)}}{\text{rate(equator}\to\text{axis)}}=\frac{R(1)}{R(0)}=\left(\frac{m_l}{m_t}\right)^{3/2}=10.65 .
\]

Detailed balance fails by a factor of ten, and without any field the electrons settle into a distribution that is not the equilibrium one.

A convenient measure of the damage is the share of \(\gamma\) carried by the longitudinal motion. For a parabolic band this is the share \(s_l\) of the kinetic energy. In \(\mathbf w\) space it is \(w_l^2/|\mathbf w|^2=u^2\), whose average over the uniform sphere is \(\int_0^1u^2du=1/3\), as equipartition demands. Under the naive rule \(c\) is uniform instead. With \(r=m_t/m_l\) and \(b^2=1-r\), multiplying numerator and denominator by \(m_t\) gives

\[
s_l=\int_0^1\frac{c^2/m_l}{Q(c)}\,dc=r\int_0^1\frac{c^2}{1-b^2c^2}\,dc .
\]

Writing \(c^2/(1-b^2c^2)=b^{-2}[1/(1-b^2c^2)-1]\) and integrating,

\[
s_l=\frac{r}{1-r}\left(\frac{\operatorname{artanh}b}{b}-1\right).
\]

As \(r\to1\), the bracket tends to \(b^2/3=(1-r)/3\), and \(s_l\to1/3\). For silicon \(r=0.2065\) and \(s_l=0.156\), less than half the correct value. Each transverse axis receives \(s_t=(1-s_l)/2=0.422\). Drawing points uniformly per unit area of the ellipsoid gives \(s_l=0.280\): closer, but still wrong.

## Why mobility can hide the error

From here on the band is parabolic, collisions are elastic with a lifetime \(\tau(E)\), and the electron energies follow a Maxwell distribution at temperature \(T\). The last point is an assumption, since elastic collisions cannot establish a temperature. Both rules are given the same \(\tau(E)\). Angle brackets denote averages over electrons, and \(M_i=m_im_0\) is the mass along axis \(i\).

The diffusion coefficient is the time integral of the velocity correlation, \(D_i=\int_0^\infty\langle v_i(0)v_i(t)\rangle dt\). At zero field the velocity is constant until the first collision, and its mean is zero afterwards under both rules. The survival probability is \(e^{-t/\tau}\), so \(D_i=\langle v_i^2\tau\rangle\). Since \(M_iv_i^2/2\) has the mean \(s_iE\) at energy \(E\),

\[
D_i=\frac{2s_i}{M_i}\langle E\tau\rangle .
\]

For the mobility, apply a weak constant force \(F\) along axis \(i\). Let \(f_0\) be the stationary distribution of momentum \(\mathbf p=\hbar\mathbf k\) without force, and \(\delta f\) its first-order change. Balancing acceleration against collisions gives \(F\,\partial f_0/\partial p_i=-\delta f/\tau\). No gain term appears: \(f_0\) is even in \(\mathbf p\) under both rules, so \(\delta f\) is odd, and its sum over an energy surface, which would feed the gain, vanishes. The drift velocity is

\[
\int v_i\,\delta f\,d^3p=-F\int v_i\tau\frac{\partial f_0}{\partial p_i}d^3p=F\int f_0\frac{\partial(v_i\tau)}{\partial p_i}d^3p .
\]

The boundary terms vanish for the lifetimes used below. With \(v_i=p_i/M_i\) and \(\partial E/\partial p_i=v_i\), the derivative is \(\tau/M_i+v_i^2\,d\tau/dE\). Taking \(e>0\) and the mobility as the magnitude of drift velocity per field, so that \(|F|=e\) times the field,

\[
\mu_i=\frac{e}{M_i}\left\langle\tau+2s_iE\,\frac{d\tau}{dE}\right\rangle .
\]

**Constant lifetime.** The derivative vanishes and \(\mu_i=e\tau/M_i\), whatever the value of \(s_i\). A mobility check cannot detect the wrong rule in this case. Diffusion can: with \(\langle E\rangle=\tfrac32k_BT\), one finds \(D_i/\mu_i=3s_i\,k_BT/e\). This is the Einstein relation for \(s_i=1/3\). Along the long axis the naive rule gives 0.47 of the correct ratio.

**Acoustic phonons.** At lattice temperatures well above the phonon energy, absorption and emission each have a squared matrix element, multiplied by the crystal volume, of \(\Xi^2k_BT/(2\rho s^2)\), where \(\Xi\) is the deformation potential, \(\rho\) the mass density and \(s\) the sound speed. The phonon wavevector has cancelled, so with a constant \(\Xi\) the scattering is isotropic in the sense defined above. The density of final states of one spin follows from the \(\mathbf w\) sphere:

\[
g(E)=\frac{4\pi m_t\sqrt{m_l}}{(2\pi)^3}|\mathbf w|^2\frac{d|\mathbf w|}{dE}=\frac{M_d^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3},\qquad M_d=(m_lm_t^2)^{1/3}m_0 ,
\]

where \(|\mathbf w|=\sqrt{2m_0E}/\hbar\) was used. Adding absorption and emission,

\[
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\Xi^2k_BT}{\rho s^2}\,g(E)=\frac{\sqrt2\,M_d^{3/2}\Xi^2k_BT}{\pi\hbar^4\rho s^2}\sqrt E .
\]

Thus \(\tau=\tau_0(E/k_BT)^{-1/2}\), where \(\tau_0\) is the lifetime at \(E=k_BT\). Then \(2E\,d\tau/dE=-\tau\). The Maxwell averages are \(\langle\tau\rangle=\tau_0\Gamma(1)/\Gamma(\tfrac32)=2\tau_0/\sqrt\pi\) and \(\langle E\tau\rangle=k_BT\tau_0\Gamma(2)/\Gamma(\tfrac32)=k_BT\langle\tau\rangle\). Therefore

\[
\mu_i=(1-s_i)\frac{e\langle\tau\rangle}{M_i},\qquad D_i=2s_i\frac{k_BT\langle\tau\rangle}{M_i},\qquad\frac{D_i}{\mu_i}=\frac{2s_i}{1-s_i}\,\frac{k_BT}{e}.
\]

Again \(s_i=1/3\) restores the Einstein relation. Now the mobility is wrong too, because the naive rule changes how strongly each component of the motion feels the energy dependence of the lifetime.

## High-purity silicon at 77 K

Take \(T=77\) K, so \(k_BT/e=6.635\) mV, with \(\Xi=9\) eV, \(\rho=2330\ \mathrm{kg/m^3}\) and \(s=9000\) m/s as rough typical values. The formula above gives \(\tau_0=4.54\) ps, and \(e\tau_0/m_0=7.99\times10^3\ \mathrm{cm^2/Vs}\). For the correct rule,

\[
\mu_l=\tfrac23\times1.128\times\frac{7.99\times10^3}{0.92}\approx6530\ \mathrm{cm^2/Vs}.
\]

The naive rule replaces \(2/3\) by \(1-0.156\) and gives 8260 cm²/Vs, 27% more. Across the axis it gives 27,400 instead of 31,600 cm²/Vs, 13% less.

With equal populations in the six valleys, each cubic axis is the long axis of two valleys and a transverse axis of four, so the crystal mobility is \((\mu_l+2\mu_t)/3\). The same average applies to \(D\). The results are:

- correct rule: \(\mu=23{,}300\ \mathrm{cm^2/Vs}\), \(D=154\ \mathrm{cm^2/s}\), \(D/\mu=6.64\) mV;
- naive rule: \(\mu=21{,}000\ \mathrm{cm^2/Vs}\), \(D=184\ \mathrm{cm^2/s}\), \(D/\mu=8.74\) mV.

The opposite mobility errors partly cancel and leave a deficit of 10%, which could be mistaken for a slightly wrong deformation potential. No change of \(\Xi\) can repair the ratio \(D/\mu\), which is 32% too large, because \(\Xi\) enters through \(\tau_0\) and cancels.

Both rules were also simulated with 40,000 pairs of electrons. At zero field, the naive longitudinal diffusion coefficient, in units of \(k_BT\tau_0/M_l\), was \(0.357\pm0.003\) against 0.353 from the formula; the correct rule gave \(0.745\pm0.007\) against 0.752. In a weak field the naive longitudinal mobility, in units of \(e\tau_0/M_l\), was \(0.920\pm0.007\) against 0.952. That is 3% low, nearly five standard errors, so it is not plausibly noise alone. The formula holds for a vanishing field, whereas the simulation used a finite one. The force changes the speed, and with it the scattering rate, during each flight; for thermal electrons this lowers the value to about 0.937 at the force used. Elastic collisions also cannot restore the Maxwell distribution once the field has changed it. During the run the mean energy rises by about 1.5%, and the slowest electrons, which have the longest lifetimes, are depleted: the fraction below \(0.1\,k_BT\) falls from 0.022 to 0.018. Together these lower the value by nearly 2% more, to about 0.921, which accounts for the simulated result. The shift is much smaller than the distance to the correct rule's 0.752. The numerical output lists the other components.

## The model beside real silicon

A mobility of roughly \(2\times10^4\ \mathrm{cm^2/Vs}\) is typical of high-purity n-type silicon at this temperature, so the model is in the right range, helped by an effective value of \(\Xi\). For \(10^{13}\) donors per cm³, an estimate of the impurity-limited mobility is \(4.6\times10^6\ \mathrm{cm^2/Vs}\). Adding inverse mobilities would suggest a correction below 1%, but impurities act mainly on slow electrons, whose acoustic lifetime is longest. Adding the two rates at each energy lowers the mobility by 3 to 4%. Nonparabolicity, measured by \(2a\langle E\rangle\), is only 1%, but it enters both the velocity and the density of states and lowers the acoustic mobility by about 3%. Intervalley phonons, with rough typical couplings, add 9% to the mean acoustic rate and lower the mobility by about 8%. The typical acoustic phonon energy is \(0.39\,k_BT\), so treating these collisions as elastic is only a rough approximation; its effect on the mobility was not computed. The results are for low fields: at 39 V/cm the drift velocity would already equal the sound speed, a rough mark for the onset of heating.

The assumption closest to the subject is that of a constant \(\Xi\). In real silicon the acoustic coupling depends on the direction of the phonon wavevector. With rough dilatation and shear potentials of 1 and 10 eV, an estimate gives a longitudinal momentum relaxation time 0.66 of the transverse one. If the transverse time is held fixed, \(\mu_l\) falls by a third, but the crystal mobility by only 3%, because the transverse terms dominate it. In that model, an electron starting on the equator has a mean longitudinal energy share of 0.45 after the collision, not 1/3. The final states are then not uniform even on the \(\mathbf w\) sphere, and must be weighted by the squared matrix element. These numbers depend strongly on the dilatation potential, which is poorly known even in sign. With dilatation and shear potentials of \(-6\) and 9 eV the same estimate gives a ratio of relaxation times of 1.6 and a crystal mobility 5% higher; with \(-11.7\) and 9 eV it gives 2.3, 12% higher, and an energy share of 0.26.

## Drawing the final state correctly

For a constant matrix element, take two random numbers \(r_1,r_2\) uniform between 0 and 1. Set \(u=2r_1-1\), \(\phi=2\pi r_2\) and \(W=\sqrt{\gamma(E)/C}\), with \(E\) the final energy. Then

\[
k_l=\sqrt{m_l}\,Wu,\quad k_x=\sqrt{m_t}\,W\sqrt{1-u^2}\cos\phi,\quad k_y=\sqrt{m_t}\,W\sqrt{1-u^2}\sin\phi .
\]

After an intervalley collision with a constant matrix element, the same recipe applies with the long axis of the final valley.

A program that already draws uniform directions of \(\mathbf k\) can be repaired by accepting each draw with probability \(R(c)/R(1)\) and drawing again after a rejection. Since \(R\) averages to 1 over the sphere, the accepted fraction is \(1/R(1)=m_t/m_l\), about one draw in five. The direct recipe wastes none.

A useful test of either version is a zero-field run with a parabolic band: the mean kinetic energy along each axis of the ellipsoid must be one third of the total. The naive rule fails it with 0.16, even when its mobility looks acceptable.

## Computed values

```
m_l, m_t, density-of-states mass = 0.92, 0.19, 0.3214 m0
T = 77 K, kT = 6.635 meV
acoustic potential = 9.0 eV, density = 2330 kg/m3
sound speeds long., transv. = 9000, 5300 m/s
donors = 1.0e+13 cm^-3
relative density on axis = 4.842
relative density on equator = 0.4544
states counted in shell below 0.1 eV = 230706
within 30 deg of axis (both ends): counted = 0.3823
  sphere rule = 0.3815, naive = 0.1340
largest CDF gap: sphere = 0.0023, naive = 0.2951
longitudinal energy share: counted = 0.3341
  naive = 0.1563, uniform per area = 0.2800
naive rate asymmetry axis/equator = 10.65
acoustic rate at E=kT = 2.202e+11 1/s, tau0 = 4.541 ps
<tau>/tau0 = 1.1284, test force g = 0.02
scaled mobility and diffusion: formula, simulation, std. error
  sphere l mobility: 0.7523, 0.7327, 0.0096
  sphere l diffusion: 0.7523, 0.7452, 0.0070
  sphere t mobility: 0.7523, 0.7589, 0.0096
  sphere t diffusion: 0.7523, 0.7447, 0.0068
  naive l mobility: 0.9520, 0.9199, 0.0067
  naive l diffusion: 0.3527, 0.3573, 0.0034
  naive t mobility: 0.6524, 0.6280, 0.0103
  naive t diffusion: 0.9520, 0.9566, 0.0088
sphere l: mu = 6530 cm2/Vs, D = 43.3 cm2/s, D/mu = 6.635 mV
sphere t: mu = 31620 cm2/Vs, D = 209.8 cm2/s, D/mu = 6.635 mV
sphere avg: mu = 23257 cm2/Vs, D = 154.3 cm2/s, D/mu = 6.635 mV
naive l: mu = 8264 cm2/Vs, D = 20.3 cm2/s, D/mu = 2.458 mV
naive t: mu = 27422 cm2/Vs, D = 265.5 cm2/s, D/mu = 9.683 mV
naive avg: mu = 21036 cm2/Vs, D = 183.8 cm2/s, D/mu = 8.737 mV
naive/sphere, six valleys: mu 0.9045, D 1.1910
neglected: nonparabolicity 2*alpha*<E> = 0.0100
neglected: acoustic phonon energy / kT = 0.388
anisotropic potentials Xi_d, Xi_u = 1.0, 10.0 eV
  tau_l/tau_t = 0.656
  long. energy share after equatorial start = 0.447
neglected: intervalley/acoustic rate = 0.0898
neglected: impurity-limited mobility = 4.63e+06 cm2/Vs
neglected: degeneracy n/N_c = 2.8e-06
field where drift reaches sound speed = 38.7 V/cm
```
